# Two routes to the clustered Weibull law for interconnect dielectric breakdown, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: averaging over the defect density

### A case that can be seen through

Take many nominally identical comb structures, each made of copper lines separated by a thin dielectric and held at constant voltage and temperature. Suppose that a structure with relative defect density \(g\) survives a dimensionless load \(x\) with probability \(e^{-gx}\). The load grows with time, and \(g=1\) is the average structure. If all structures had \(g=1\), the fraction failed would be \(1-e^{-x}\).

Now let \(g\) differ from structure to structure, with the simplest density on \(g\ge 0\) that has mean one, \(p(g)=e^{-g}\). The surviving fraction is the average of \(e^{-gx}\):

\[
S=\int_0^\infty e^{-gx}e^{-g}\,dg=\int_0^\infty e^{-(1+x)g}\,dg=\frac{1}{1+x},
\qquad F=1-S=\frac{x}{1+x}.
\]

At small load both laws give \(F\approx x\), because the first failures count the average number of defects and the average is the same. At \(x=1\) the mixed population has lost one half, and the uniform population has lost \(1-e^{-1}=0.632\). At large load the mixed population survives as \(1/x\) instead of \(e^{-x}\). Its survivors are mainly structures with \(g\) below about \(1/x\), and for this density a fraction of about \(1/x\) of all structures lies there.

The general law replaces the exponential density by a gamma density with an adjustable width. The exponential case is its member with clustering parameter \(\alpha=1\).

### From weak sites to a Weibull law

Let \(A\) be the dielectric area through which neighbouring lines face each other, and let \(D\) be the number of weak sites per unit area. I assume that \(D\) is uniform over one structure, that the sites are placed independently, and that the first site to break down ends the life of the structure. The number of sites \(n\) then has a Poisson distribution with mean \(AD\). If each site has failed by time \(t\) with probability \(q(t)\), independently of the others, the structure survives when none of its \(n\) sites has failed:

\[
S(t|D)=\sum_{n=0}^{\infty}e^{-AD}\frac{(AD)^n}{n!}\,[1-q(t)]^n
=e^{-AD}e^{AD[1-q(t)]}=e^{-AD\,q(t)} .
\]

The sum is the exponential series with argument \(AD(1-q)\). Let the site law be of Weibull form, \(q=1-\exp[-(t/t_0)^\beta]\), with site time \(t_0\) and shape \(\beta>0\). While \((t/t_0)^\beta\ll1\), expansion of the exponential gives \(q\approx(t/t_0)^\beta\), and therefore

\[
S(t|D)=\exp\!\left[-AD\left(\frac{t}{t_0}\right)^{\beta}\right].
\]

This is the Weibull survival law for a structure of known density. It is an early-time law for a site but can cover almost the whole life of a structure, since a structure with many sites fails long before a typical site does.

Write \(\bar D\) for the mean density over the population and \(g=D/\bar D\). Define the time scale \(\tau\) and the load \(x\) by

\[
x=A\bar D\left(\frac{t}{t_0}\right)^\beta=\left(\frac{t}{\tau}\right)^\beta,
\qquad \tau=t_0\,(A\bar D)^{-1/\beta}.
\]

The second form of \(x\) requires \(\tau^{-\beta}=A\bar D\,t_0^{-\beta}\), which gives the stated \(\tau\). Since \(AD=gA\bar D\), the conditional survival becomes \(S(t|D)=e^{-gx}\), as in the opening case. While the power law for the sites holds, the load \(x\) is the mean number of failed sites per structure that would be counted if testing could continue past the first breakdown.

The worked example uses \(A=1000\ \mu\mathrm{m}^2\), \(\bar D=10\ \mu\mathrm{m}^{-2}\), \(\beta=1.5\) and \(\tau=100\) h. The mean number of sites is \(A\bar D=10\,000\), so \(t_0=100\times10\,000^{1/1.5}=46\,416\) h. At \(t=\tau\) a site has failed with a probability of only about one in ten thousand, which justifies the power law there.

### The gamma average

Let \(g\) have the gamma density

\[
p(g)=\frac{\alpha^\alpha}{\Gamma(\alpha)}\,g^{\alpha-1}e^{-\alpha g},\qquad \alpha>0 .
\]

Its moments follow from the substitution \(u=\alpha g\):

\[
\langle g^k\rangle=\frac{\alpha^\alpha}{\Gamma(\alpha)}\int_0^\infty g^{\alpha+k-1}e^{-\alpha g}dg
=\frac{\Gamma(\alpha+k)}{\alpha^k\,\Gamma(\alpha)} .
\]

For \(k=0\) this is one, so the density is normalized. For \(k=1\) it is \(\alpha/\alpha=1\), so \(\bar D\) is indeed the mean density. For \(k=2\) it is \(\alpha(\alpha+1)/\alpha^2=1+1/\alpha\). The variance of \(g\) is therefore \(1/\alpha\), and that of \(D\) is \(\bar D^2/\alpha\). Small \(\alpha\) means strong clustering, with many clean structures and a few rich in defects. Large \(\alpha\) means a uniform population.

The surviving fraction of the population is

\[
S(t)=\int_0^\infty e^{-gx}p(g)\,dg
=\frac{\alpha^\alpha}{\Gamma(\alpha)}\int_0^\infty g^{\alpha-1}e^{-(\alpha+x)g}\,dg .
\]

Put \(u=(\alpha+x)g\). Then \(g^{\alpha-1}dg=(\alpha+x)^{-\alpha}u^{\alpha-1}du\), and the remaining integral is \(\Gamma(\alpha)\):

\[
S(t)=\left(\frac{\alpha}{\alpha+x}\right)^{\alpha}=\left(1+\frac{x}{\alpha}\right)^{-\alpha}.
\]

Hence

\[
\boxed{F(t)=1-\left[1+\frac{1}{\alpha}\left(\frac{t}{\tau}\right)^\beta\right]^{-\alpha}}
\]

For \(\alpha=1.5\) and \(t=\tau\) this gives \(F=1-(5/3)^{-1.5}=0.535\), against 0.632 for the ordinary Weibull law. Thus \(\tau\) is the 63.2% life only in the uniform limit. A simulation that drew a gamma density for each of 40,000 structures, then a Poisson number of sites with population mean 200, then a power-law failure time for every site, found 0.538 failed by \(\tau\). The difference from the formula is 0.003, and the statistical standard error is \(\sqrt{0.535\times0.465/40\,000}=0.0025\).

### The Weibull limit and its error

Hold \(\beta\), \(\tau\) and \(t\) fixed and let \(\alpha\) grow. Two inequalities control the limit. The function \(e^{-gx}\) is convex in \(g\), so its average is at least its value at the average \(g=1\). This is Jensen's inequality, and it gives \(S\ge e^{-x}\). For an upper bound, expand about \(g=1\) with the remainder in Taylor's form:

\[
e^{-gx}=e^{-x}-xe^{-x}(g-1)+\tfrac12x^2e^{-\xi x}(g-1)^2,
\]

where \(\xi\) lies between 1 and \(g\). Since \(\xi\ge0\), the factor \(e^{-\xi x}\) is at most one. On averaging, the linear term vanishes and \(\langle(g-1)^2\rangle=1/\alpha\), so

\[
0\le S(t)-e^{-x}\le\frac{x^2}{2\alpha}.
\]

The right side tends to zero at each fixed \(x\), and the ordinary law \(F=1-e^{-(t/\tau)^\beta}\) is recovered.

The convergence is also uniform in time. Choose a load \(X\). For \(x\le X\) the difference is at most \(X^2/(2\alpha)\). For \(x>X\) it is at most \(S\) itself, which decreases with \(x\) and so is below its value at \(X\), itself no larger than \(e^{-X}+X^2/(2\alpha)\). The last expression therefore bounds the difference at all loads. With \(X=\ln\alpha\) and \(\alpha>1\) it becomes \([1+\tfrac12(\ln\alpha)^2]/\alpha\), which tends to zero.

The bound is not the size of the error. For that, expand the logarithm at fixed \(x\):

\[
\ln S=-\alpha\ln\!\left(1+\frac{x}{\alpha}\right)=-x+\frac{x^2}{2\alpha}-\frac{x^3}{3\alpha^2}+\cdots
\]

Exponentiation gives \(S-e^{-x}=x^2e^{-x}/(2\alpha)\) to leading order in \(1/\alpha\). The derivative of \(x^2e^{-x}\) is \(x(2-x)e^{-x}\), so this leading form is largest at \(x=2\), where it equals \(2e^{-2}/\alpha\approx0.27/\alpha\). The computed largest differences are 0.148, 0.0262, 0.00270 and 0.000271 for \(\alpha=1.5\), 10, 100 and 1000. The leading form is good for the last three and too large, at 0.18, for the first.

Uniform convergence of probabilities does not make the relative error of the tail small. At fixed \(\alpha\), write \(S=(\alpha/x)^\alpha(1+\alpha/x)^{-\alpha}\). Once \(x\) is large compared with both \(\alpha\) and \(\alpha^2\), the last factor is close to one, and \(S\approx(\alpha/x)^\alpha\). This is a power law, so \(S/e^{-x}\) grows without limit. The limits \(\alpha\to\infty\) and \(t\to\infty\) cannot be exchanged in that ratio.

### Early failures and percentiles

For \(x<\alpha\) the binomial series gives

\[
\left(1+\frac{x}{\alpha}\right)^{-\alpha}=1-x+\frac{\alpha(\alpha+1)}{2}\frac{x^2}{\alpha^2}-\cdots,
\qquad
F=x-\frac12\left(1+\frac1\alpha\right)x^2+\cdots
\]

The first term does not contain \(\alpha\). Clustering leaves the earliest failures alone as long as the mean density is held fixed, and begins to act at second order, where a second defect in an already failed structure is wasted.

To find the time at which a fraction \(F\) has failed, raise \(1-F=(1+x/\alpha)^{-\alpha}\) to the power \(-1/\alpha\), solve for \(x\), and use \(t=\tau x^{1/\beta}\):

\[
t_F=\tau\left\{\alpha\left[(1-F)^{-1/\alpha}-1\right]\right\}^{1/\beta}.
\]

For the median, \((1/2)^{-1/1.5}=1.587\), so \(x=1.5\times0.587=0.881\) and \(t_{0.5}=100\times0.881^{2/3}=91.9\) h. The following values compare this law with the ordinary Weibull law of equal \(\beta\) and \(\tau\).

| Fraction failed | Clustered life (h) | Weibull life (h) |
|---|---:|---:|
| \(10^{-6}\) | 0.0100 | 0.0100 |
| 0.1 | 22.8 | 22.3 |
| 0.5 | 91.9 | 78.3 |
| 0.9 | 310 | 174 |

### The bend in a Weibull plot

A Weibull plot shows \(W=\ln(-\ln S)\) against \(\ln t\). The ordinary law gives \(W=\beta\ln(t/\tau)\), a straight line. With \(u=x/\alpha\), the clustered law gives \(W=\ln[\alpha\ln(1+u)]\). Because \(u\) is proportional to \(t^\beta\), \(d\ln u=\beta\,d\ln t\), and the local slope is

\[
\frac{dW}{d\ln t}=\beta u\,\frac{d}{du}\ln[\ln(1+u)]
=\frac{\beta u}{(1+u)\ln(1+u)} .
\]

As \(u\to0\), \(\ln(1+u)\approx u\) and the slope is \(\beta\). As \(u\to\infty\), it falls to zero as \(\beta/\ln u\). It falls all the way, because its reciprocal, apart from the factor \(1/\beta\), has the derivative

\[
\frac{d}{du}\frac{(1+u)\ln(1+u)}{u}
=\frac{u[\ln(1+u)+1]-(1+u)\ln(1+u)}{u^2}
=\frac{u-\ln(1+u)}{u^2}>0 .
\]

In the example the slope is 1.50 at 1 h, 1.17 at \(\tau\) and 0.77 at the 90% life. The true site exponent is 1.5 throughout. The bend comes from mixing structures. As long as the power law for the sites holds, it is absent in each structure taken alone.

## Second derivation: following the survivors

### Symbols and results carried over

A structure has relative defect density \(g\), with population mean one and variance \(1/\alpha\). The load is \(x=(t/\tau)^\beta\), and a structure of density \(g\) survives it with probability \(e^{-gx}\). The first derivation took \(g\) to be gamma-distributed and found \(S=1-F=(1+x/\alpha)^{-\alpha}\), whose early form is \(F\approx x\) and whose Weibull-plot slope falls steadily from \(\beta\). The example has \(\alpha=\beta=1.5\), \(\tau=100\) h, area \(A=1000\ \mu\mathrm{m}^2\) and mean density \(\bar D=10\ \mu\mathrm{m}^{-2}\).

### Selection by failure

Use the load \(x\) as a clock. On this clock a structure of density \(g\) has a constant failure rate, since \(-d\ln(e^{-gx})/dx=g\). Defect-rich structures fail sooner, so the population still on test becomes cleaner. Let \(p(g)\) be the initial density, whose form is not yet specified. Among structures that have survived to load \(x\), the density of \(g\) is \(p(g)e^{-gx}/S(x)\), by the rule for conditional probability. Define

\[
M_k(x)=\int_0^\infty g^k e^{-gx}p(g)\,dg,\qquad
S=M_0,\qquad m=\frac{M_1}{M_0},\qquad
v=\frac{M_2}{M_0}-m^2 .
\]

Here \(m\) and \(v\) are the mean and variance of \(g\) among the survivors. Each derivative with respect to \(x\) brings down a factor \(-g\), so \(M_k'=-M_{k+1}\). It follows that

\[
\frac{dS}{dx}=-M_1=-mS,
\]

\[
\frac{dm}{dx}=\frac{M_1'}{M_0}-\frac{M_1M_0'}{M_0^2}
=-\frac{M_2}{M_0}+\frac{M_1^2}{M_0^2}=-v .
\]

The first equation says that the population fails at the mean rate of its survivors. The second says that selection lowers this mean at a rate equal to the remaining variance. Both hold for any initial density with a finite second moment. They are not yet a closed system, because \(v\) is unknown.

The second derivation closes them with one assumption: selection changes the scale of the survivors' density but leaves its relative variance as it was at the start,

\[
\frac{v(x)}{m(x)^2}=\frac1\alpha\quad\text{for all }x\ge0 .
\]

Then \(m'=-m^2/\alpha\). Division by \(-m^2\) turns the left side into the derivative of \(1/m\):

\[
\frac{d}{dx}\left(\frac1m\right)=\frac1\alpha,\qquad m(0)=1
\quad\Longrightarrow\quad
m(x)=\frac{1}{1+x/\alpha}.
\]

The equation for \(S\) now integrates directly, with \(S(0)=1\):

\[
\ln S=-\int_0^x\frac{dx'}{1+x'/\alpha}=-\alpha\ln\!\left(1+\frac{x}{\alpha}\right),
\qquad
S=\left(1+\frac{x}{\alpha}\right)^{-\alpha}.
\]

This is the earlier result, obtained without an integral over a gamma density. The Weibull limit is immediate: for \(\alpha\to\infty\) there is no variance to select from, \(m\) remains one, and \(S=e^{-x}\).

At \(t=\tau\) in the example, \(x=1\), and the survivors have mean density \(10/(1+1/1.5)=6.0\ \mu\mathrm{m}^{-2}\). No site has been repaired. The structures richest in defects have more often left the test.

Averaging over a gamma density and following the survivors at constant relative variance have both given \(S=(1+x/\alpha)^{-\alpha}\), with the ordinary Weibull law as the limit \(\alpha\to\infty\). What remains is to examine the hazard and the assumptions behind each derivation, and then to apply the law to larger areas, mean life, extrapolation to one failure per million and a real interconnect.
